# Diagonal free energy of the log-gamma directed polymer

## Definitions and conventions

Each site $(i,j)$ with $i,j\ge1$ carries an independent weight $Y(i,j)>0$. Its inverse $C=1/Y$ has the Gamma law of shape $m>0$ and scale 1, with density $c^{m-1}e^{-c}/\Gamma(m)$. The partition function $Z(N,N)$ is the sum, over all paths from $(1,1)$ to $(N,N)$ with steps $(1,0)$ and $(0,1)$, of the product of the weights visited. Both end sites count, so every product has $2N-1$ factors. Logarithms are natural, $\psi_0=(\log\Gamma)'$ is the digamma function, and $\psi_1=\psi_0'>0$ and $\psi_2=\psi_1'<0$ are its derivatives.

The result is

$$\frac{\log Z(N,N)}{N}\longrightarrow f=-2\psi_0(m/2),\qquad(1)$$

almost surely and in mean.

Two conventions shift the constant. If every weight is multiplied by $c$, then $Z$ gains $c^{2N-1}$ and $f$ gains $2\log c$. If the sum over paths is replaced by an average, $f$ loses $2\log2$, because the number of paths, $\binom{2N-2}{N-1}$, grows as $4^N$ to exponential order.

The last step into $(i,j)$ comes from the left or from below. With $Z=0$ outside the quadrant,

$$Z(i,j)=Y(i,j)\,[Z(i-1,j)+Z(i,j-1)],\qquad(2)$$

except at the start, where $Z(1,1)=Y(1,1)$. For a length $\ell$, the height $h=\ell\log Z$ obeys

$$h(i,j)=\ell\log Y(i,j)+\ell\log\!\left[e^{h(i-1,j)/\ell}+e^{h(i,j-1)/\ell}\right].$$

This is a nonlinear growth rule with time $i+j$. Where the two neighbours differ by much more than $\ell$, the new site follows the higher one, which is lateral growth; the term $\ell\log Y$ is the noise. One diagonal step $N\to N+1$ takes two time steps, so the apex of a surface grown from a corner moves at $\ell f/2$ per time step. In code, (2) should be advanced in this logarithmic form, since $Z$ itself in general grows or decays exponentially with $N$ and leaves the floating-point range on large lattices.

## Logarithms of inverse-gamma variables

Let $A=1/U$ have the Gamma law of shape $\theta$. For $s<\theta$,

$$E\,U^s=\frac1{\Gamma(\theta)}\int_0^\infty a^{\theta-s-1}e^{-a}\,da=\frac{\Gamma(\theta-s)}{\Gamma(\theta)}.$$

The first two derivatives of $\log E\,U^s$ at $s=0$ are the mean and variance of $\log U$:

$$E\log U=-\psi_0(\theta),\qquad \mathrm{Var}\log U=\psi_1(\theta).\qquad(3)$$

These moments also control large deviations. Let $S_n$ be a sum of $n\le N$ independent copies of $\log U-E\log U$. Near $s=0$ the logarithm of the moment generating function of one term is at most $Ks^2$, so Markov's inequality gives

$$P(S_n\ge\delta N)\le e^{-s\delta N+nKs^2}\le e^{-N(s\delta-Ks^2)}.$$

For small enough $s\le\delta/(2K)$ the exponent is at most $-Ns\delta/2$. The lower tail is treated with $-s$. Hence a deviation of size $\delta N$ has probability at most $2e^{-cN}$, with $c>0$ independent of $n$. This is called the tail bound below.

## A boundary model with a computable mean

Choose $0<\theta<m$ and add two axes to the lattice. The origin has weight 1. Sites $(i,0)$ carry weights $U(i,0)$ with $1/U\sim\mathrm{Gamma}(\theta)$, and sites $(0,j)$ carry weights $V(0,j)$ with $1/V\sim\mathrm{Gamma}(m-\theta)$. All are independent of each other and of the bulk. Let $Z^\theta(i,j)$ be the partition function from the origin, and define the ratios

$$U(i,j)=\frac{Z^\theta(i,j)}{Z^\theta(i-1,j)},\qquad V(i,j)=\frac{Z^\theta(i,j)}{Z^\theta(i,j-1)}.$$

At one bulk site write $U=U(i,j-1)$ and $V=V(i-1,j)$ for the incoming ratios, and $U',V'$ for the outgoing ones. Since $Z^\theta(i,j-1)/Z^\theta(i-1,j)=U/V$, dividing (2) by each of its two terms gives

$$U'=Y(1+U/V),\qquad V'=Y(1+V/U).$$

With $A=1/U$, $B=1/V$, $C=1/Y$, these become

$$A'=C\,\frac{A}{A+B},\qquad B'=C\,\frac{B}{A+B}.\qquad(4)$$

Suppose $A$, $B$, $C$ are independent with shapes $\theta$, $m-\theta$, $m$. Set $s=A+B$ and $r=A/s$, so that $dA\,dB=s\,ds\,dr$. The joint density of $A$ and $B$ becomes proportional to

$$s^{m-1}e^{-s}\;r^{\theta-1}(1-r)^{m-\theta-1}.$$

Thus $s$ is Gamma($m$) and independent of $r$. In (4), $A'=Cr$ and $B'=C(1-r)$. Here $C$ has the same law as $s$ and is also independent of $r$, so $(A',B')$ has the same law as $(sr,s(1-r))=(A,B)$. The outgoing ratios are therefore independent and keep the shapes $\theta$ and $m-\theta$. This is the Burke property. It requires the two axis shapes to add up to the bulk shape.

Now sweep row $j$ from left to right. Site $(1,j)$ receives independent inputs and returns independent $U(1,j)$ and $V(1,j)$. The latter enters site $(2,j)$ with the fresh variables $U(2,j-1)$ and $Y(2,j)$, all independent of $U(1,j)$. Continuing, the ratios $U(1,j),U(2,j),\dots$ are independent with the axis law. The next row uses new weights, so induction on $j$ applies.

Going up the vertical axis and then along row $N$,

$$\log Z^\theta(M,N)=\sum_{j=1}^N\log V(0,j)+\sum_{i=1}^M\log U(i,N).\qquad(5)$$

The two sums depend on each other, but means add regardless:

$$E\log Z^\theta(M,N)=-N\psi_0(m-\theta)-M\psi_0(\theta).\qquad(6)$$

The tail bound applies to each sum in (5) separately, so $\log Z^\theta(N,N)/N$ also converges almost surely to its mean.

## Upper bound

Keep those paths that visit $(1,0)$ and then step up to $(1,1)$. All weights are positive, so

$$Z^\theta(N,N)\ge U(1,0)\,Z(N,N).\qquad(7)$$

Taking logarithms and means, with (3) and (6),

$$E\log Z(N,N)\le-N[\psi_0(\theta)+\psi_0(m-\theta)]+\psi_0(\theta).$$

The bracket with its minus sign is convex in $\theta$, because $\psi_2<0$, and symmetric about $m/2$. Its minimum is at $\theta=m/2$, where

$$E\log Z(N,N)\le-(2N-1)\psi_0(m/2)\qquad(8)$$

for every $N$. The almost sure version of (7) gives $\limsup\log Z(N,N)/N\le f$.

## Lower bound

From here on $\theta=m/2$. A path of the boundary model leaves an axis at a last site $(k,0)$ or $(0,k)$. Let $P_k$ be the product of $U(i,0)$ for $i\le k$, and $Q_k$ that of $V(0,j)$ for $j\le k$. Then

$$Z^\theta(N,N)=\sum_{k=1}^N\left(P_kZ_{(k,1)\to(N,N)}+Q_kZ_{(1,k)\to(N,N)}\right).\qquad(9)$$

**Far exits.** Fix $\varepsilon>0$ and take $k=xN$ with $x\ge\varepsilon$. The bulk factor lives on a rectangle of $N-k+1$ columns and $N$ rows. Bound it, as in (7), by an auxiliary boundary model on that rectangle with fresh axis weights and parameter $\theta-h$. Here $h$, with $0<h<\theta$, is a shift of the parameter, not the surface height. By (6) and the tail bound, outside an event of exponentially small probability,

$$\frac{\log(P_kZ_{(k,1)\to(N,N)})}{N}\le-x\psi_0(\theta)-(1-x)\psi_0(\theta-h)-\psi_0(\theta+h)+\delta.$$

The last digamma has argument $m-(\theta-h)=\theta+h$. The extra column and the factor $U$ from (7) are absorbed in $\delta$ at large $N$. Meanwhile $\log Z^\theta(N,N)/N\ge-2\psi_0(\theta)-\delta$. The share of this exit in $Z^\theta$ is thus at most $e^{N(D+2\delta)}$, with

$$D(x,h)=(1-x)[\psi_0(\theta)-\psi_0(\theta-h)]+\psi_0(\theta)-\psi_0(\theta+h).\qquad(10)$$

Expanding in $h$,

$$D(x,h)=-xh\,\psi_1(\theta)+\frac{2-x}{2}\,h^2|\psi_2(\theta)|+O(h^3).$$

The linear term wins for small $h$, so some $h$ has $D(\varepsilon,h)<0$. The first bracket in (10) is positive, so $D$ decreases with $x$ and the same $h$ serves all $x\ge\varepsilon$. Choose $\delta<|D(\varepsilon,h)|/4$. Each far share is then below $e^{-2\delta N}$. The vertical exits obey the same bound by reflection, since $m-\theta=\theta$. There are at most $2N$ far exits, so their total share tends to zero. The exceptional probabilities are summable over $k\le N$ and then over $N$, so the Borel–Cantelli lemma makes this almost sure.

**Near exits.** For $k\le\varepsilon N$, a path from $(1,1)$ can run along row 1 to $(k,1)$ and continue from there, hence

$$Z(N,N)\ge\Big[\prod_{i<k}Y(i,1)\Big]Z_{(k,1)\to(N,N)}.$$

It follows that $P_kZ_{(k,1)\to(N,N)}\le e^{R}Z(N,N)$ with

$$R=\sum_{i\le\varepsilon N}\big(|\log U(i,0)|+|\log Y(i,1)|\big).$$

By the law of large numbers $R\le K\varepsilon N$ eventually, for a constant $K$ independent of $\varepsilon$. The vertical side is the same. For large $N$ the near exits, at most $2\varepsilon N$ in number, carry at least half of $Z^\theta$, so

$$\tfrac12Z^\theta(N,N)\le2\varepsilon N\,e^{K\varepsilon N}Z(N,N).$$

Taking logarithms and dividing by $N$ gives $\liminf\log Z(N,N)/N\ge f-K\varepsilon$. Letting $\varepsilon\to0$ proves the almost sure part of (1).

**Convergence in mean.** One fixed path bounds $\log Z(N,N)$ from below by a sum of $2N-1$ independent terms $\log Y$. Equation (7) bounds it from above by $\log Z^\theta(N,N)-\log U(1,0)$. Divided by $N$, both bounds have bounded second moments, and so has $\log Z(N,N)/N$. It is therefore uniformly integrable, and almost sure convergence implies convergence in mean.

## Limits and comparison with the annealed value

For $m>1$ the mean weight is $E\,Y=1/(m-1)$. The weights on one path are independent, so

$$E\,Z(N,N)=\binom{2N-2}{N-1}(m-1)^{-(2N-1)},\qquad \frac{\log E\,Z}{N}\to f_{\rm ann}=2\log\frac{2}{m-1}.$$

Jensen's inequality requires $f\le f_{\rm ann}$. For $m\le1$ the mean of $Z$ is infinite while $f$ stays finite: rare large weights control the mean but not a typical sample.

For large $m$ the noise is weak. The expansion $\psi_0(z)=\log z-1/(2z)-1/(12z^2)+\dots$ at $z=m/2$ gives

$$f=2\log\frac2m+\frac2m+\frac{2}{3m^2}+\dots,\qquad f_{\rm ann}=2\log\frac2m+\frac2m+\frac1{m^2}+\dots$$

The two values differ first at order $1/m^2$, by $1/(3m^2)$.

For small $m$ the noise is strong. From $\psi_0(z)=-1/z-\gamma+O(z)$, with $\gamma$ Euler's constant, $f=4/m+2\gamma+O(m)$. Now $Z$ is at least its largest path product and at most that product times the number of paths, which is below $4^N$. Hence $m\log Z/N$ differs from the best path's sum of $m\log Y$, per $N$, by at most $2m\log2$. As $m\to0$ the rate of the best path thus tends to 4, and the entropy of the paths no longer matters at leading order.

## Worked example

Take the round model values $m=2$, $\ell=2$ Å and $N=512$. Then $\psi_0(1)=-0.577216$ and

$$f=-2\times(-0.577216)=1.15443.$$

The apex rises by $2\times1.15443=2.309$ Å (4.363 bohr) per diagonal step, or 1.154 Å per time step. The annealed value, $2\log2=1.386$, would overstate this rate by 20% of its true value.

The same $Z$ describes a polymer with site energies $-k_BT\log Y$ and free energy $-k_BT\log Z$. At $k_BT=0.05$ eV the free energy per diagonal step is $-0.05\times1.15443=-0.0577$ eV ($-0.00212$ hartree). Changing $T$ at fixed $m$ would also change the law of the site energies, so (1) at fixed $m$ is not a temperature scan of one given energy landscape.

The size of finite-$N$ effects follows from running (2) on 160 independent random squares. Errors are one standard error of the sample mean.

| $N$ | mean $\log Z/N$ | upper bound (8), per $N$ |
|---|---|---|
| 8 | 0.518 ± 0.023 | 1.082 |
| 64 | 0.992 ± 0.006 | 1.145 |
| 512 | 1.113 ± 0.002 | 1.153 |

The shortfall $fN-E\log Z$, estimated from these samples, is $5.1\pm0.2$, $10.4\pm0.4$ and $21.1\pm0.8$ at the three sizes. Within the sampling errors it doubles when $N$ grows eightfold, as a correction $cN^{1/3}$ would. That law is not derived here, but assuming it allows an extrapolation. Since $(8n)^{1/3}=2n^{1/3}$, the combination

$$\frac{E\log Z(8n,8n)-2E\log Z(n,n)}{6n}$$

cancels the $N^{1/3}$ term. A constant term $b$ in $E\log Z$ survives as a bias $-b/(6n)$, not included in the errors quoted below; multiplying all weights by $c$, for instance, shifts the combination by $2\log c+\log c/(6n)$ but $f$ by $2\log c$ only. With $n=64$ it gives $1.1537\pm0.0023$, against 1.1544 from (1). A second set of 160 squares, with $m=5$ and $n=32$, gives $-1.4046\pm0.0018$ against $-1.4063$. The negative sign means that with weights of scale 1 this surface recedes.

In length units, the asymptotic height at $N=512$ is $512\times2.3089=1182$ Å, while the simulated mean is $1140.0\pm1.6$ Å. The deficit of $42\pm2$ Å, where the error is that of the sampling, is about 3.6% of the asymptotic height. It is a shift of the mean, so averaging over more samples at fixed $N$ does not remove it. Here it is also larger than the sample-to-sample standard deviation, 21 Å.

The exit argument can be seen at the same size, by combining the simulated squares with random axis weights through (9). For exits beyond $N/2$, minimizing (10) over $h$ at $x=0.5$ gives the limiting bound $-0.096$ on the exponential rate, at $h=0.231$. The simulated mean of the logarithm of their share, divided by $N$, is $-0.100\pm0.002$. With $\theta=0.5$ instead of $m/2=1$, their mean share is 1.0000 to four decimals. By (6) and strict convexity, the off-centre boundary model has a free energy above $f$, which paths leaving near the origin cannot supply. The dominant paths then follow an axis over a finite fraction of $N$, and the boundary model no longer measures the diagonal bulk value. This argument does not fix the fraction. For $\theta<m/2$ it tends to $1-\psi_1(m-\theta)/\psi_1(\theta)$, a result not derived here. At $m=2$ this is 0.81 for $\theta=0.5$ but only 0.25 for $\theta=0.9$, where most of the weight leaves before $N/2$.

## Range of validity

The value (1) rests on independent inverse-gamma weights of a single shape and on the diagonal direction. For another noise law or for correlated noise, the Burke step (4) is not available in this form, and (1) should not be used as an estimate without a separate calculation. No real growing surface is claimed to supply such noise. The lengths and energies above follow from the chosen $\ell$ and $k_BT$ and are not predictions for a material. What the model offers a growth code is a reference case: a nonlinear, noisy rule whose asymptotic velocity is known in closed form, and against which an implementation and its finite-size extrapolation can be judged.
